# Why a Copper Row Defocuses Forward-Scattered Photoelectrons: verification in Python

```python
"""Defocusing of a photoelectron along a row of copper atoms.

Result under test: for an s wave emitted at the foot of a row, the forward
intensity grows with the number N of atoms in single scattering, whereas in
full multiple scattering it is largest after a few atoms and then lower.
Symbols (atomic units inside the program): k wave number, d row spacing,
R = d/2 sphere radius, V potential, t_l = i exp(i delta_l) sin(delta_l),
b[i, l] outgoing amplitude h_l P_l at site i (site 0 is the emitter).
Intensities are relative to the bare emitter. The potential is static:
Hartree-Fock Cu+ core plus uniform conduction charge, neutral in each sphere.
"""
import numpy as np
from scipy import constants
from scipy.integrate import cumulative_trapezoid, solve_ivp, trapezoid
from scipy.optimize import brentq
from scipy.special import (eval_legendre, j0, j1, jn_zeros, spherical_jn,
                           spherical_yn)
from pyscf import gto, scf

HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]
BOHR_A = constants.physical_constants["Bohr radius"][0] * 1e10
Z = 29
energy_ev, spacing_a, mean_free_path_a = 1000.0, 2.6, 10.0
energy = energy_ev / HARTREE_EV
k = np.sqrt(2 * energy)
d = spacing_a / BOHR_A
R = d / 2
LMAX, NMAX = 30, 8
ls = np.arange(LMAX + 1)

# ---------- electron density and potential ----------
mol = gto.M(atom="Cu 0 0 0", basis="def2-tzvp", charge=1, spin=0, verbose=0)
mf = scf.RHF(mol)
mf.kernel()
assert mf.converged
dm = mf.make_rdm1()


def density(radii, direction):
    unit = np.array(direction, float) / np.linalg.norm(direction)
    ao = mol.eval_gto("GTOval_sph", radii[:, None] * unit)
    return np.einsum("pi,ij,pj->p", ao, dm, ao, optimize=True)


wide = np.exp(np.linspace(np.log(1e-5), np.log(20.0), 6000))
rho_wide = density(wide, (1, 0, 0))
core_total = trapezoid(4 * np.pi * wide**3 * rho_wide, np.log(wide))
assert abs(core_total - 28) < 2e-3
assert np.allclose(rho_wide, density(wide, (1, 1, 1)), rtol=1e-3, atol=1e-4)

x = np.linspace(np.log(1e-5), np.log(1.06 * R), 8000)
dx = x[1] - x[0]
r = np.exp(x)
core = cumulative_trapezoid(4 * np.pi * r**3 * density(r, (1, 0, 0)), x,
                            initial=0)
core_inside = np.interp(R, r, core)
conduction = Z - core_inside
z_eff = np.where(r < R, Z - core - conduction * (r / R)**3, 0.0)
outward = cumulative_trapezoid(z_eff / r, x, initial=0)
V = np.where(r < R, outward - outward[-1], 0.0)

# ---------- phase shifts by Numerov integration in ln r ----------
W = (ls + 0.5)**2 + 2 * (r**2 * (V - energy))[:, None]
y = np.zeros((len(r), LMAX + 1))
for n in (0, 1):
    y[n] = r[n]**(ls + 0.5) * (1 - Z * r[n] / (ls + 1))
c = dx**2 / 12
w_old, w_now = (1 - c * W[0]) * y[0], (1 - c * W[1]) * y[1]
for n in range(1, len(r) - 1):
    w_old, w_now = w_now, 2 * w_now - w_old + dx**2 * W[n] * y[n]
    y[n + 1] = w_now / (1 - c * W[n + 1])
ia, ib = np.searchsorted(r, R) + 2, len(r) - 1
ratio = (y[ia] / np.sqrt(r[ia])) / (y[ib] / np.sqrt(r[ib]))
ja, jb = spherical_jn(ls, k * r[ia]), spherical_jn(ls, k * r[ib])
na, nb = spherical_yn(ls, k * r[ia]), spherical_yn(ls, k * r[ib])
delta = np.arctan((ratio * jb - ja) / (ratio * nb - na))
t = 1j * np.exp(1j * delta) * np.sin(delta)
for l in range(14, 19):   # weak outer waves: first Born integral
    born = -2 * k * trapezoid(V * spherical_jn(l, k * r)**2 * r**3, x)
    assert abs(delta[l] - born) < 0.05 * abs(born), (l, delta[l], born)
f0 = np.sum((2 * ls + 1) * t) / (1j * k)
f180 = np.sum((2 * ls + 1) * t * (-1.0)**ls) / (1j * k)


# ---------- free propagation between sites on the axis ----------
def hankel(lmax, z):
    h = np.zeros(lmax + 1, complex)
    h[0] = -1j * np.exp(1j * z) / z
    h[1] = -(z + 1j) * np.exp(1j * z) / z**2
    for l in range(1, lmax):
        h[l + 1] = (2 * l + 1) / z * h[l] - h[l - 1]
    return h


nodes, weights = np.polynomial.legendre.leggauss(80)
lbig = np.arange(2 * LMAX + 1)
P = np.array([eval_legendre(l, nodes) for l in lbig])
three_j_sq = 0.5 * np.einsum("ax,bx,cx->abc", P[:LMAX + 1] * weights,
                             P[:LMAX + 1], P, optimize=True)
power = (ls[:, None, None] + lbig[None, None, :] - ls[None, :, None]) % 4
kernel = (np.array([1, 1j, -1, -1j])[power] * three_j_sq
          * (2 * ls + 1)[:, None, None] * (2 * lbig + 1))
flip = (-1.0)**(ls[:, None] + ls[None, :])


def propagator(distance, wave):
    return kernel @ hankel(2 * LMAX, wave * distance)


small, angle = 0.6, 1.0
px, pz = small * np.sin(angle), d + small * np.cos(angle)
dist = np.hypot(px, pz)
direct_value = hankel(3, k * dist)[3] * eval_legendre(3, pz / dist)
shifted = np.sum(propagator(d, k)[:, 3] * spherical_jn(ls, k * small)
                 * eval_legendre(ls, np.cos(angle)))
assert abs(direct_value - shifted) < 1e-6 * abs(direct_value)


# ---------- row of atoms ----------
def hop_matrix(N, wave=k, tmat=t, forward_only=False, bare_emitter=False):
    size = LMAX + 1
    M = np.zeros(((N + 1) * size,) * 2, complex)
    steps = {s: propagator(s * d, wave) for s in range(1, N + 1)}
    for i in range(N + 1):
        for j in range(N + 1):
            if i == j or (forward_only and j > i) or (bare_emitter and i == 0):
                continue
            g = steps[abs(i - j)] * (1 if i > j else flip)
            M[i*size:(i+1)*size, j*size:(j+1)*size] = tmat[:, None] * g
    return M


def source(N):
    e = np.zeros((N + 1) * (LMAX + 1), complex)
    e[0] = 1
    return e


def multiple(N, **options):
    M = hop_matrix(N, **options)
    return np.linalg.solve(np.eye(len(M)) - M, source(N))


def single(N):
    return source(N) + hop_matrix(N, forward_only=True) @ source(N)


def far(b, cosines, wave=k):
    cosines = np.atleast_1d(cosines)
    b = b.reshape(-1, LMAX + 1)
    leg = np.array([eval_legendre(l, cosines) for l in ls])
    waves = (b * (-1j)**ls) @ leg
    sites = np.arange(len(b))[:, None]
    return np.sum(np.exp(-1j * wave * d * sites * cosines) * waves, axis=0)


counts = np.arange(1, NMAX + 1)
full_b = {N: multiple(N) for N in counts}
single_b = {N: single(N) for N in counts}
I_full = np.array([abs(far(full_b[N], 1.0)[0])**2 for N in counts])
I_single = np.array([abs(far(single_b[N], 1.0)[0])**2 for N in counts])
I_forward = np.array([abs(far(multiple(N, forward_only=True), 1.0)[0])**2
                      for N in counts])
peak = I_full.max()
N_peak = counts[I_full.argmax()]
assert np.all(np.diff(I_single) > 0)
assert N_peak <= 3 and np.all(I_full[3:] < peak)
assert np.all(I_full[3:] < 0.5 * I_single[3:])
assert np.max(abs(I_forward - I_full)) < 0.1 * peak   # little backscattering

# a distant atom scatters with the plane-wave amplitude f(0)
remote = 1e5
remote_wave = t * propagator(remote, k)[:, 0] * (-1j)**ls
remote_f = remote * np.exp(-1j * k * remote) * remote_wave.sum()
assert abs(remote_f - f0) < 1e-2 * abs(f0)

# partial waves above 25 do not matter
cut = np.where(ls <= 25, t, 0)
assert abs(abs(far(multiple(6, tmat=cut), 1.0)[0])**2 - I_full[5]) < 1e-3

# flux through a far sphere against net flux leaving the emitter
cosq, wq = np.polynomial.legendre.leggauss(600)


def mean_flux(b):
    return 0.5 * np.sum(wq * abs(far(b, cosq))**2)


def arriving_at_emitter(b):
    return sum((propagator(j * d, k) * flip) @ b[j] for j in range(1, len(b)))


b6 = full_b[6].reshape(-1, LMAX + 1)
emitter_flux = np.sum((abs(b6[0])**2
                       + (arriving_at_emitter(b6).conj() * b6[0]).real)
                      / (2 * ls + 1))
assert abs(mean_flux(full_b[6]) - emitter_flux) < 1e-5
assert abs(emitter_flux - 1) < 0.1

# single scattering: the balance fails by the overlap of waves from
# different atoms, found here from regular (Bessel) re-expansion
s6 = single_b[6].reshape(-1, LMAX + 1)
single_supply = 1 + arriving_at_emitter(s6)[0].real
single_error = mean_flux(single_b[6]) - single_supply
overlap = 0.0
for i in range(2, 7):
    for j in range(1, i):
        regular = kernel @ spherical_jn(lbig, k * d * (i - j))
        overlap += 2 * np.sum(s6[i].conj() * (regular @ s6[j])
                              / (2 * ls + 1)).real
assert abs(single_error - overlap) < 1e-5, (single_error, overlap)
assert abs(single_error) > 1e-3, single_error

# scattering orders for four atoms, forward paths only
M4, term, orders = hop_matrix(4, forward_only=True), source(4), []
for m in range(5):
    orders.append(far(term, 1.0)[0])
    term = M4 @ term
assert np.max(abs(term)) < 1e-12       # the series ends at order four

# inelastic damping through a complex wave number
k_damped = k + 0.5j * BOHR_A / mean_free_path_a
I_damped = np.array([abs(far(multiple(N, wave=k_damped, forward_only=True),
                             1.0, k_damped)[0])**2 for N in counts])
assert np.max(abs(I_damped - I_forward)) < 0.05 * peak, (I_damped, I_forward)


# ---------- reciprocal plane wave: full wave equation in radial modes ----
def wave_equation_row(n_atoms, radius=16.0, modes=130, half_steps=48):
    """|psi|^2 at the emitter for a unit plane wave sent down the row.

    psi = exp(-ikz) + chi; chi is expanded in J0(q b) inside a wide cylinder
    whose outer half absorbs chi, and is stepped in z by a matrix Numerov
    recursion F[n-1] = S F[n] + g that keeps all reflections.
    """
    step = R / half_steps
    period = 2 * half_steps
    zeros = jn_zeros(0, modes)
    q = zeros / radius
    norm = np.sqrt(2) / (radius * j1(zeros))
    gx, gw = np.polynomial.legendre.leggauss(140)
    u, uw = 0.5 * (gx + 1), 0.5 * gw
    b_in, w_in = R * u**2, 2 * R * u * uw * R * u**2
    phi_in = norm[:, None] * j0(q[:, None] * b_in)
    gx, gw = np.polynomial.legendre.leggauss(240)
    b_out = 0.75 * radius + 0.25 * radius * gx
    w_out = 0.25 * radius * gw * b_out
    phi_out = norm[:, None] * j0(q[:, None] * b_out)
    absorb = 8.0 * ((b_out - radius / 2) / (radius / 2))**2
    absorber = (phi_out * (w_out * absorb)) @ phi_out.T
    identity = np.eye(modes)
    free = np.diag(k**2 - q**2) + 2j * absorber

    def layer(height):        # height measured from the nearest nucleus
        pot = np.interp(np.hypot(b_in, height), r, V) * w_in
        Q = free - 2 * (phi_in * pot) @ phi_in.T
        inverse = np.linalg.inv(identity + step**2 * Q / 12)
        drive = step**2 * inverse @ (2 * phi_in @ pot)
        return 12 * inverse - 10 * identity, drive

    layers = [layer(m * step) for m in range(half_steps + 1)]
    free_inverse = np.linalg.inv(identity + step**2 * free / 12)
    U_free = 12 * free_inverse - 10 * identity
    u0 = 12 / (1 + step**2 * (k**2 - q**2) / 12) - 10
    root = np.sqrt((1 - u0**2 / 4).astype(complex))
    outgoing = np.diag(u0 / 2 + 1j * root)      # leaves the row region
    S, g = outgoing, np.zeros(modes, complex)
    read, constant = norm @ free_inverse, 0j
    intensities = []
    for n in range(half_steps + period * n_atoms):
        if n < half_steps:                      # no potential at the emitter
            U, drive = U_free, np.zeros(modes)
        else:
            m = n % period
            U, drive = layers[min(m, period - m)]
        S = np.linalg.inv(U - S)
        g = S @ (g - drive * np.exp(-1j * k * n * step))
        constant += read @ g
        read = read @ S
        above = n + 1 - half_steps
        if above > 0 and above % period == 0:   # close the row here
            top = np.linalg.solve(U_free - outgoing - S, g)
            intensities.append(abs(1 + constant + read @ top)**2)
    return np.array(intensities)


I_wave = wave_equation_row(6)
I_bare = np.array([abs(far(multiple(N, bare_emitter=True), 1.0)[0])**2
                   for N in range(1, 7)])
# finite mode number, finite step and the absorber limit the agreement
assert np.max(abs(I_wave - I_bare)) < 0.05 * peak, (I_wave, I_bare)


# ---------- classical rays ----------
def trace(alpha, n_atoms, duration):
    def motion(_, s):
        acc = np.zeros(2)
        for a in range(1, n_atoms + 1):
            rel = np.array([s[0], s[1] - a * d])
            q = np.hypot(*rel)
            if q < R:
                acc -= np.interp(q, r, z_eff) * rel / q**3
        return [s[2], s[3], acc[0], acc[1]]
    start = [0, 0, k * np.sin(alpha), k * np.cos(alpha)]
    return solve_ivp(motion, (0, duration * d / k), start, rtol=1e-8,
                     atol=1e-10, max_step=0.03 * d / k).y[:, -1]


def exit_angle(state):
    return np.arctan2(state[2], state[3])


alpha0 = brentq(lambda a: exit_angle(trace(a, 1, 1.8)), 0.08, 0.48, xtol=1e-9)
after_one, after_two = trace(alpha0, 1, 1.8), trace(alpha0, 2, 2.8)
turned = exit_angle(after_two)
offset_site3 = after_two[0] + (3 * d - after_two[1]) * np.tan(turned)
assert abs(after_one[0] - d * np.sin(alpha0)) < 2e-3 * d
assert abs(turned + alpha0) < 5e-3
assert abs(offset_site3) < 0.01 * d

# ---------- output ----------
print(f"electron energy {energy_ev:.0f} eV, row spacing {spacing_a:.2f} A")
print(f"wave number {k / BOHR_A:.3f} 1/A, wavelength "
      f"{2 * np.pi / k * BOHR_A:.3f} A")
print(f"sphere radius {R * BOHR_A:.2f} A, core electrons inside "
      f"{core_inside:.3f}")
print(f"uniform conduction charge per sphere {conduction:.3f} electrons")
print(f"forward amplitude |f(0)| {abs(f0) * BOHR_A:.3f} A, phase "
      f"{np.degrees(np.angle(f0)):.1f} deg")
print(f"backward amplitude |f(180)| {abs(f180) * BOHR_A:.3f} A")
print("forward intensity relative to bare emitter (no unit)")
print(" N  plane-wave single  single  multiple  forward-only  damped")
for i, N in enumerate(counts):
    plane = abs(1 + f0 / d * np.sum(1 / np.arange(1, N + 1)))**2
    print(f"{N:2d} {plane:10.2f} {I_single[i]:14.3f} {I_full[i]:8.3f}"
          f" {I_forward[i]:10.3f} {I_damped[i]:12.3f}")
print(f"multiple-scattering maximum {peak:.3f} at N = {N_peak}")
print(f"mean free path in damped column {mean_free_path_a:.0f} A")
print("check with non-scattering emitter, N = 1 to 6 (no unit)")
print(" wave equation in radial modes:",
      " ".join(f"{v:.3f}" for v in I_wave))
print(" multiple scattering:          ",
      " ".join(f"{v:.3f}" for v in I_bare))
print("scattering orders on the axis, N = 4 (no unit)")
partial = 0
for m, value in enumerate(orders):
    partial += value
    print(f" order {m}: {value.real:7.3f} {value.imag:+7.3f} i, size "
          f"{abs(value):.3f}, |sum|^2 {abs(partial)**2:.3f}")
print("mean intensity over all directions (no unit)")
for N in (1, 2, 4, 6):
    print(f" N = {N}: single {mean_flux(single_b[N]):.4f}, multiple "
          f"{mean_flux(full_b[N]):.4f}")
print(f"net flux leaving emitter, multiple, N = 6: {emitter_flux:.4f}")
print(f"net flux leaving emitter, single, N = 6: {single_supply:.4f}")
print(f"flux error of single scattering, N = 6: {single_error:+.4f}, "
      f"from overlap of atoms {overlap:+.4f}")
print("angular profile: angle, multiple N=1, multiple N=6, single N=6")
for deg in (0, 3, 6, 9, 12, 15, 20, 30):
    cs = np.cos(np.radians(deg))
    vals = [abs(far(b, cs)[0])**2 for b in (full_b[1], full_b[6], single_b[6])]
    print(f" {deg:2d} deg {vals[0]:8.3f} {vals[1]:8.3f} {vals[2]:8.3f}")
print(f"ray made parallel by atom 1: start angle "
      f"{np.degrees(alpha0):.2f} deg")
print(f"its offset from the axis {after_one[0] * BOHR_A:.3f} A")
print(f"its angle after atom 2: {np.degrees(turned):.2f} deg")
print(f"its distance from the centre of site 3: "
      f"{abs(offset_site3) * BOHR_A:.4f} A")
print("no test failed")
```

Printed output:

```
electron energy 1000 eV, row spacing 2.60 A
wave number 16.201 1/A, wavelength 0.388 A
sphere radius 1.30 A, core electrons inside 27.735
uniform conduction charge per sphere 1.265 electrons
forward amplitude |f(0)| 2.167 A, phase 40.0 deg
backward amplitude |f(180)| 0.209 A
forward intensity relative to bare emitter (no unit)
 N  plane-wave single  single  multiple  forward-only  damped
 1       2.97          2.346    2.321      2.346        2.354
 2       4.48          3.839    2.723      2.769        2.785
 3       5.68          5.071    2.459      2.510        2.527
 4       6.67          6.105    1.907      1.961        1.974
 5       7.54          6.996    1.361      1.402        1.409
 6       8.30          7.781    0.948      0.974        0.976
 7       8.98          8.484    0.697      0.709        0.708
 8       9.60          9.122    0.574      0.578        0.575
multiple-scattering maximum 2.723 at N = 2
mean free path in damped column 10 A
check with non-scattering emitter, N = 1 to 6 (no unit)
 wave equation in radial modes: 2.315 2.747 2.521 1.976 1.390 0.928
 multiple scattering:           2.346 2.744 2.468 1.922 1.368 0.955
scattering orders on the axis, N = 4 (no unit)
 order 0:   1.000  +0.000 i, size 1.000, |sum|^2 1.000
 order 1:   0.836  +1.654 i, size 1.853, |sum|^2 6.105
 order 2:  -1.695  +0.926 i, size 1.931, |sum|^2 6.675
 order 3:  -0.441  -1.139 i, size 1.221, |sum|^2 2.167
 order 4:   0.339  -0.041 i, size 0.341, |sum|^2 1.961
mean intensity over all directions (no unit)
 N = 1: single 0.9993, multiple 0.9992
 N = 2: single 1.0049, multiple 1.0005
 N = 4: single 1.0106, multiple 1.0000
 N = 6: single 1.0133, multiple 1.0001
net flux leaving emitter, multiple, N = 6: 1.0001
net flux leaving emitter, single, N = 6: 0.9995
flux error of single scattering, N = 6: +0.0138, from overlap of atoms +0.0138
angular profile: angle, multiple N=1, multiple N=6, single N=6
  0 deg    2.321    0.948    7.781
  3 deg    2.170    0.467    7.010
  6 deg    1.755    0.166    4.336
  9 deg    1.192    0.716    0.995
 12 deg    0.671    0.430    0.263
 15 deg    0.405    0.728    0.330
 20 deg    0.766    0.816    0.846
 30 deg    0.874    0.637    1.124
ray made parallel by atom 1: start angle 10.34 deg
its offset from the axis 0.466 A
its angle after atom 2: -10.34 deg
its distance from the centre of site 3: 0.0000 A
no test failed
```
